\section*{Debye length of heavily doped ceria and the failure of dilute theory}

\section{A negative density}

Take ceria with 10 percent trivalent dopant at 800 K and use the linear Debye theory of screening to ask how many oxygen vacancies sit on the site next to a given vacancy. The answer is $-0.72$ times the mean density, which is impossible. A Monte Carlo simulation of the same charges gives $+0.0023$. The theory fails because its length, 0.14 nm, is far smaller than the distance between the charges that are supposed to do the screening.

An angstrom value alone does not prove failure: what matters is its ratio to the spacings of charges and lattice planes. The dilute expansion and its first correction make this quantitative.

\section{Leading order: the formal Debye length}

Let $x$ be the dopant fraction of the cations and $a$ the cubic cell edge. Relative to the perfect crystal a dopant carries $-e$ and a vacancy $+ze$, with $z=2$. The fluorite cell holds four cations, so neutrality, $zc=4x/a^3$, fixes the vacancy density:
\begin{equation}
c=\frac{2x}{a^3}=\frac{0.20}{(0.542\ \mathrm{nm})^3}=1.256\ \mathrm{nm^{-3}} .
\end{equation}
Dopants are frozen and smeared into a uniform background, electrons are neglected, and $\varepsilon$ is the static bulk permittivity (relative value 26). Let $\phi(s)$ be the potential relative to the bulk at distance $s$ from an interface, and $u=ze\phi/kT$. In mean field the vacancy density is $ce^{-u}$, and the charge density is $zec(e^{-u}-1)$. Poisson's equation, $\phi''=-(\text{charge density})/\varepsilon$, multiplied by $ze/kT$, gives
\begin{equation}
u''=\frac{1-e^{-u}}{L^2},\qquad L^2=\frac{\varepsilon kT}{z^2e^2c}.
\label{pb}
\end{equation}
For $|u|\ll1$, $1-e^{-u}\simeq u$, and the solution that vanishes in the bulk is $u=u_0e^{-s/L}$.

With the Bjerrum length $l_B=e^2/(4\pi\varepsilon kT)=0.803$ nm,
\begin{equation}
L=\frac{1}{\sqrt{4\pi z^2l_Bc}}
=\frac{1}{\sqrt{4\pi(3.21)(1.256)}}\ \mathrm{nm}=0.140\ \mathrm{nm}=1.40\ \text{\AA}.
\end{equation}
Along a cube axis the oxygen planes are $d=a/2=0.271$ nm apart, and the vacancy spacing $c^{-1/3}$ is 0.927 nm.

\section{The expansion parameter}

Define the radius $R$ of the sphere that holds one vacancy on average, and the coupling $G$:
\begin{equation}
\frac{4\pi}{3}R^3c=1,\qquad G=\frac{z^2l_B}{R}.
\end{equation}
Substituting $c=3/(4\pi R^3)$ into $L^2=1/(4\pi z^2l_Bc)$ gives $L^2=R^3/(3z^2l_B)$, hence $L^2/R^2=1/(3G)$. The mean number of vacancies in a sphere of radius $L$ is therefore
\begin{equation}
N=\frac{4\pi}{3}cL^3=\left(\frac LR\right)^3=(3G)^{-3/2}.
\end{equation}
Also $z^2l_B=R^3/(3L^2)$, so
\begin{equation}
\frac{z^2l_B}{L}=\frac{R^3}{3L^3}=\frac{1}{3N}.
\label{ratio}
\end{equation}

Around one vacancy the linear equation is $(r\phi)''=r\phi/L^2$. Its decaying solution with the correct point charge at the origin is
\begin{equation}
\phi=\frac{ze}{4\pi\varepsilon r}e^{-r/L},\qquad
u=\frac{z^2l_B}{r}e^{-r/L}=\frac{1}{3N}\,\frac{e^{-r/L}}{r/L}.
\end{equation}
At distances of order $L$ the linearization thus requires $1/N\ll1$. It fails at $r\lesssim z^2l_B$ even then, but by (\ref{ratio}) that region holds on average only $N(1/3N)^3=1/(27N^2)$ vacancies. This suggests, without proving it, that close encounters enter beyond first order in $1/N$.

\section{The first correction}

Subtract the vacancy's own potential and let $r\to0$. The screening cloud produces at the vacancy
\begin{equation}
\phi_{\rm cloud}=\lim_{r\to0}\frac{ze}{4\pi\varepsilon}\frac{e^{-r/L}-1}{r}=-\frac{ze}{4\pi\varepsilon L}.
\end{equation}
Build up the charge of this vacancy as $\lambda ze$, with $\lambda$ from 0 to 1. The cloud potential is proportional to $\lambda$, so the work, which is the excess chemical potential, is
\begin{equation}
\mu_{\rm ex}=-\int_0^1\frac{\lambda z^2e^2}{4\pi\varepsilon L}\,d\lambda=-\frac{z^2e^2}{8\pi\varepsilon L}.
\end{equation}
Division by $kT$ gives $-z^2l_B/(2L)$, and with (\ref{ratio})
\begin{equation}
\frac{\mu}{kT}=\ln c+\text{const}-\frac{1}{6N}+\dots,\qquad N\to\infty .
\label{mu}
\end{equation}
Poisson--Boltzmann theory keeps the logarithm and drops the rest. Here $N=0.0146$, and the dropped term is $-1/(6\times0.0146)=-11.4$. A first correction of eleven $kT$ is not an estimate of the true value; it shows that the expansion has no use at this composition.

The same term acts on screening. At fixed $T$ and $\varepsilon$, $L\propto c^{-1/2}$, so $N\propto cL^3\propto c^{-1/2}$ and $1/N\propto c^{1/2}$. Differentiating (\ref{mu}),
\begin{equation}
\frac{1}{kT}\frac{d\mu}{d\ln c}=1-\frac{1}{12N}.
\end{equation}
In a slowly varying potential $\mu+ze\phi$ is constant, so $(1-1/12N)\,\delta c/c=-u$. Used in Poisson's equation, this replaces $L^2$ by $L^2(1-1/12N)$. It is not the full corrected decay length: the cloud itself has size $L$, so nonlocal terms enter at the same order. It does show the size of the effect. In our case the bracket is $1-5.7=-4.7$, so this formula gives no real decay length. The negative sign is not itself an error: for charges in a rigid background the true derivative also turns negative above $G\approx3$, and it is about $-0.9$ here. The truncated expansion overstates its size about fivefold.

Where would the theory hold? Setting $N=1$ means $3G=1$, or $R=3z^2l_B$, so
\begin{equation}
c=\frac{3}{4\pi(3z^2l_B)^3},\qquad x=2.1\times10^{-5}.
\end{equation}
There the correction is $0.17\,kT$. It reaches $1\,kT$ at $N=1/6$, which by $N\propto x^{-1/2}$ means $x=36\times2.1\times10^{-5}\approx8\times10^{-4}$. Ten percent lies two orders of magnitude above that.

\section{What screening can and cannot do}

\paragraph{Too much charge too close.} In linear theory the relative pair density is $g=1-u$. At the nearest oxygen site
\begin{equation}
g(d)=1-\frac{3.21}{0.271}e^{-1.93}=-0.72 .
\end{equation}
The number of vacancies displaced from within $r$ is
\begin{equation}
\int_0^r4\pi r'^2c\,\frac{z^2l_B}{r'}e^{-r'/L}dr'
=\frac1{L^2}\int_0^r r'e^{-r'/L}dr'
=1-\left(1+\frac rL\right)e^{-r/L}.
\end{equation}
For $r=d$ this is 0.575. Yet emptying that sphere completely displaces only $(d/R)^3=0.105$ vacancies. With a frozen background, the vacancies cannot supply the cloud that the theory demands.

\paragraph{What $L$ still means.} Let $n_k=\sum_je^{-i\mathbf k\cdot\mathbf r_j}$ for $M$ vacancies in volume $V$. The modes $\pm\mathbf k$ together have electrostatic energy $z^2e^2|n_k|^2/(\varepsilon k^2V)$. As $k\to0$ this stiffness, proportional to $1/k^2$, outweighs any finite one. The real and imaginary parts of $n_k$ each receive $kT/2$, so $\langle|n_k|^2\rangle=\varepsilon k^2VkT/(z^2e^2)$, and
\begin{equation}
S(k)=\frac{\langle|n_k|^2\rangle}{M}\to k^2L^2 .
\end{equation}
This did not assume $N\gg1$. Now write $h=g-1$ and expand $S=1+c\int h\,\frac{\sin kr}{kr}\,d^3r$ with $\sin(kr)/(kr)=1-k^2r^2/6+\dots$. Matching powers of $k$ gives
\begin{equation}
-c\int h\,d^3r=1,\qquad -c\int r^2h\,d^3r=6L^2 .
\end{equation}
If the cloud were pure depletion, $-1\le h\le0$, its second moment would be least when the sphere of radius $R$ is empty, since filling any gap inside from outside lowers $r^2$. That minimum is $\int_0^R3r^4dr/R^3=3R^2/5$. Here $6L^2=0.118$ nm$^2$ is less than $3R^2/5=0.198$ nm$^2$. So $h$ must be positive somewhere: the cloud changes sign, which $e^{-r/L}/r$ never does. Since $6L^2/R^2=2/G$, this is forced for $G>10/3$, or $x>0.021$; here $G=5.6$.

\paragraph{Simulation.} The Monte Carlo run places 50 vacancies on 2000 oxygen sites in a periodic box, with the same smeared dopants and permittivity. It assumes no Debye theory. The pair density at $d$ is $0.0023\pm0.0001$ (standard error); even the exponentiated form $e^{-u}$ gives 0.179, about 80 times too much. Between $1.5R$ and $2R$ the mean pair density is $1.042\pm0.001$. The moment argument requires such an excess somewhere, but does not give its place or size. The longest density wave gives $L=0.1414\pm0.0006$ nm, within 1 percent of the formal value. Thus $L$ survives as a measure of long-wavelength fluctuations, though not as the decay length of a dilute cloud.

With the coupling divided by 50 at fixed density, $N$ rises by $50^{3/2}$ to about 5 and the correction $1/(6N)$ falls to 0.03. Linear theory then gives $g(d)=0.819$ and the simulation $0.827\pm0.003$. The difference is smaller than the neglected quadratic term, $u^2/2=0.181^2/2=0.016$.

\section{Lattice planes and strong potentials}

Suppose the mobile charge sits on planes $d$ apart, still in mean field. Let $u_n$ be the small deviation from the bulk potential on plane $n$; the frozen dopants drop out of it. Gauss's law across a plane gives
\begin{equation}
u_{n+1}-2u_n+u_{n-1}=\frac{d^2}{L^2}u_n .
\end{equation}
With $u_n\propto e^{-nd/l}$ this becomes $2\cosh(d/l)-2=d^2/L^2$, or $2\sinh(d/2l)=d/L$. For small $d/L$,
\begin{equation}
\frac dl=\frac dL-\frac{d^3}{24L^3}+\dots,\qquad
l=L\left(1+\frac{d^2}{24L^2}+\dots\right).
\end{equation}
At $d/L=1.93$ the first correction gives 0.162 nm and the full formula 0.158 nm, 13 percent above $L$. Discreteness alone changes the linear decay length moderately, although no mobile charge lies between the planes. Correlation is the larger fault.

For a strong repelling potential, multiply (\ref{pb}) by $u'$ and integrate from the bulk, where $u=u'=0$: $u'^2=2(u-1+e^{-u})/L^2$. The width of a fully depleted layer with the same charge is
\begin{equation}
w=\int_0^\infty(1-e^{-u})\,ds=L^2\int_0^\infty u''ds=-L^2u'(0)
=L\sqrt{2(u_0-1+e^{-u_0})}.
\end{equation}
For small $u_0$, $w\to Lu_0$. For large $u_0$, $w\simeq L\sqrt{2u_0}\,(1-1/2u_0)$. At 0.30 V, $u_0=8.70$ and $w=0.586\times0.943=0.55$ nm. So in mean field a space-charge layer is not confined to $L$, but this one is only about two plane spacings wide if the interface is normal to a cube axis. Its interface field is $(kT/ze)\,w/L^2=0.96$ V/nm, or 9.6 MV/cm, where a constant permittivity is itself doubtful.

\section{The real material}

The inputs are rough typical values for gadolinium-doped ceria, and the 0.30 V is an assumed rough interface potential. With the other inputs held fixed, relative permittivities of 20 and 40 give $L=0.123$ and 0.174 nm; $N=1$ would need about 440. Reducing cerium ions amounting to 1 percent of all cations, with the added vacancies included and the electrons counted as mobile, gives 0.131 nm. Dopants able to move, as they may at sintering temperatures, would give 0.115 nm if mobile at 800 K. Site blocking, with 2.5 percent of oxygen sites vacant, changes $L$ by about 1 percent: the solution is dilute in sites but not in interactions.

The smeared dopant is also a poor assumption. Bulk permittivity gives a nearest-neighbour dopant--vacancy attraction of 0.47 eV, or $6.8\,kT$, though its use at 0.235 nm is unreliable. Suppose binding leaves a fraction $f$ of the vacancies free and the rest in neutral groups. Then $L\propto f^{-1/2}$ and $N\propto f^{-1/2}$. With $f=0.1$, $L$ grows to 0.44 nm but $N$ only to 0.05; $N=1$ needs $f=2\times10^{-4}$. But $f$ is assumed here, not derived. If the frozen dopants are placed at random, a fraction $0.9^{12}=0.28$ has no dopant among its twelve nearest cations and cannot join a neutral nearest-neighbour group of two dopants and one vacancy. Such groups alone leave $f\ge0.28$, far above that limit, and $f=0.1$ already needs looser groups. A vacancy bound to a single dopant stays charged and lies outside this picture. The failure of the dilute theory is thus shown for smeared dopants and, if the bound groups are neutral, expected for moderate binding as well, while the actual profile at a ceria interface requires a theory with correlations, discrete dopants and lattice sites. The full set of values is in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
cell edge (rough input)              0.542 nm
relative permittivity (rough input)  26
temperature                          800 K
dopant fraction of cations           0.10
thermal energy kT                    0.0689 eV
cation density                       25.12 nm^-3
vacancy density c                    1.256 nm^-3
formal Debye length L                0.1404 nm
same, converted                      1.40 angstrom
L from numerical potential decay     0.1404 nm
oxygen plane spacing d = a/2         0.271 nm
ratio d/L                            1.93
decay length, charge on planes       0.1582 nm
vacancy spacing c^(-1/3)             0.927 nm
Wigner-Seitz radius R                0.575 nm
Bjerrum length l_B                   0.803 nm
z^2 l_B                              3.21 nm
coupling G                           5.59
vacancies in Debye sphere N          0.0146
dopant fraction where N = 1          2.12e-05
dopant fraction where G = 10/3       0.021
screening within d, linear theory    0.575
screening within d, largest possible 0.105
second moment 6 L^2                  0.1183 nm^2
least moment without sign change     0.1983 nm^2
pair density at d, linear            -0.721
pair density at d, exponential       0.179
pair density at d, simulation        0.00232
  standard error                     0.00014
pair density 1.5R to 2R, simulation  1.0421
  standard error                     0.0007
L from simulated fluctuations        0.1414 nm
  standard error                     0.0006 nm
simulated vacancies, oxygen sites    50, 2000
control: coupling divided by         50
control: pair density at d, linear   0.819
control: same, simulation            0.827
  standard error                     0.003
interface potential (rough input)    0.30 V
reduced interface potential u0       8.70
equivalent depleted width w          0.551 nm
w in oxygen plane spacings           2.03
interface field                      9.6 MV/cm
nearest dopant-vacancy distance      0.235 nm
dielectric estimate of attraction    0.47 eV
attraction / kT                      6.8
free vacancy fraction for N = 1      2.12e-04
relative permittivity for N = 1      436
L at relative permittivity 20        0.1231 nm
L at relative permittivity 40        0.1742 nm
L if dopants were mobile too         0.1146 nm
L with 1 percent of cations reduced  0.1309 nm
vacant fraction of oxygen sites      0.025
L with site blocking                 0.1422 nm
\end{verbatim}
